Linear Magnetization Curve of a Symmetric Synthetic Antiferromagnet, part 2

Two ferromagnetic layers are coupled antiparallel through a thin spacer, and an applied field pulls both magnetizations towards itself. The ideal film has identical, uniformly magnetized layers, an in-plane field, no preferred direction in the plane and no thermal agitation. The question now is how departures from this model change its magnetization curve. Each effect is added to the ideal film separately, with rough assumed values for the extra parameters.

The unit vectors m₁ and m₂ give the directions of the layers, each of magnetization M and thickness t. The unit vector h points along the applied field H, also written B = μ₀H in tesla. Energies E are per unit area, in J/m². With J > 0 for antiferromagnetic coupling, s = m₁ + m₂ and Z = μ₀ M t H = M t B,

E = J m₁·m₂ − Z h·(m₁ + m₂) = (J/2)|s|² − J − Z h·s.

Completing the square gives

E = (J/2)|s − (Z/J)h|² − J − Z²/(2J),

so the minimum has s as close as possible to the target (Z/J)h. Perpendicular components m₁z and m₂z add the demagnetizing energy

E_d = (μ₀ M² t/2)(m₁z² + m₂z²).

The reduced magnetization along the field is m = h·s/2, and θ is the angle of either layer from the field. For an in-plane field the ideal film has

m = cos θ = Z/(2J) up to B_s = μ₀H_s = 2J/(M t), and m = 1 above.

Below saturation this is the canted state, with energy −J − Z²/(2J). Its curvatures are 2J cos²θ for turning both layers in the same sense and 2J sin²θ for opposite senses.

The area method uses the internal energy U per area, meaning everything except the Zeeman term. If the film follows equilibrium states from antiparallel at B = 0 to saturation,

U(parallel) − U(antiparallel) = 2M t ∫ B dm,

where the integral is the area between the curve and the m axis. For the ideal film the difference is 2J.

The example has J = 0.5 mJ/m², M = 1200 kA/m, t = 3 nm and B_s = 277.8 mT.

### 10. A field perpendicular to the film

If the field points out of the plane, it must work against the demagnetizing energy too. Let z₁ and z₂ be the perpendicular components of m₁ and m₂, let s_z = z₁ + z₂, and write D = μ₀M²t. The energy is

E = (J/2)|s|² − J − Z s_z + (D/2)(z₁² + z₂²).

Two inequalities bound it from below: |s|² ≥ s_z², and z₁² + z₂² ≥ s_z²/2. The second holds because z₁² + z₂² − (z₁ + z₂)²/2 = (z₁ − z₂)²/2. Hence

E ≥ (J/2 + D/4)s_z² − J − Z s_z.

The bound is attained when z₁ = z₂ and the in-plane components are opposite. Setting the derivative with respect to s_z to zero gives s_z = Z/(J + D/2), and with m = s_z/2,

m = Z/(2J + D).

The curve is again linear, but it ends at Z = 2J + D. Dividing by μ₀ M t gives the saturation field H_s + M. In the example μ₀M = 1508 mT, so perpendicular saturation needs 278 + 1508 = 1786 mT. The formula for H_s must therefore be used with an in-plane field.

### 11. A preferred axis in the plane

Real films often have a weak uniaxial anisotropy. Let u be the easy axis in the plane, and add the energy

−K t[(m₁·u)² + (m₂·u)²], K > 0.

It is convenient to define the anisotropy field H_K = 2K/(μ₀M), or B_K = 2K/M. I take B_K = 3.0 mT, which corresponds to K = 1.80 kJ/m³.

First let the field lie across the easy axis. For a magnetization in the plane, (m₁·u)² = 1 − (m₁·h)². Apart from a constant, the added energy is K t[(m₁·h)² + (m₂·h)²]. This has the form of the demagnetizing term in the previous part, with D/2 replaced by K t. The same algebra gives

m = Z/(2J + 2K t),

so the curve remains linear and ends at H_s + H_K. In the example this is 277.8 + 3.0 = 280.8 mT.

Now let the field lie along the easy axis. The canted state has energy

E = J(2cos²θ − 1) − 2Z cos θ − 2K t cos²θ
  = 2(J − K t)cos²θ − 2Z cos θ − J.

For K t < J its minimum is at cos θ = Z/(2J − 2K t). The canted curve therefore points to a saturation field H_s − H_K, here 274.8 mT. Inserting this angle gives the canted energy

E_canted = −J − Z²/[2(J − K t)].

The antiparallel state along the easy axis has a competing energy. Its Zeeman terms cancel, and

E_anti = −J − 2K t.

At low field the antiparallel state is lower. The energies are equal when

Z² = 4K t(J − K t) = (2K t)(2J − 2K t).

Dividing by (μ₀ M t)² gives the spin-flop field

H_sf = √[H_K(H_s − H_K)].

This comparison gives the field of equal energy. It does not say how far either state can survive as a metastable one. It applies when the canted state at the transition is not yet saturated, which requires H_K < H_s/2.

In the example,

B_sf = √(3.0 × 274.8) mT = 28.7 mT.

There m jumps from 0 to 28.7/274.8 = 0.104. Numerical minimization over all directions, with 16 random starts, gave the antiparallel state at 0.95 B_sf and the canted state at 1.05 B_sf.

The same anisotropy moves the saturation field by about 1% but removes the magnetization from the first 10% of the field range. The reason is the size of the energies being compared. Near zero field, canting gains about Z²/(2J), which is quadratic in the field, while the anisotropy cost 2K t does not shrink with the field. For H_K much smaller than H_s, the ratio H_sf/H_s is close to √(H_K/H_s), which is much larger than H_K/H_s itself.

### 12. A coupling that prefers right angles

Some spacers also show a biquadratic coupling J₂(m₁·m₂)², with J₂ > 0. It is lowest when the layers are perpendicular. The total coupling still depends on |s| alone, so for a given |s| the energy is lowest when s points along the field. The symmetric arrangement remains correct, and m₁·m₂ = cos 2θ = 2m² − 1. The energy to be minimized is

E = J(2m² − 1) + J₂(2m² − 1)² − 2Z m.

Its derivative with respect to m is

4J m + 8J₂ m(2m² − 1) − 2Z = 0,

and therefore

Z = 2J m + 4J₂ m(2m² − 1).

The second derivative of E is 4J − 8J₂ + 48J₂m². For J₂ < J/2 it is positive at every m, so the solution is a minimum and the curve is single-valued.

The curve is no longer straight. At small m the field required is (2J − 4J₂)m/(M t), less than before, because the coupling J₂ helps to open the antiparallel pair. At m = 1 the requirement is Z = 2J + 4J₂, more than before, because J₂ resists the final closing. With J₂ = 0.05 J, half magnetization is reached at 131.9 mT instead of 138.9 mT, and saturation at 305.6 mT instead of 277.8 mT.

If J were read from this saturation field with the ideal formula, the result would be J + 2J₂, which is 10% above J. The area method avoids this error. The biquadratic energy is J₂ in both the parallel and the antiparallel state, so it cancels in their difference, and the area still gives 2J. This holds for J₂ < J/2, where the zero-field state is antiparallel. For J₂ > J/2 the layers are already canted at zero field, with m₁·m₂ = −J/(2J₂). The film then keeps a remanent moment, and the area gives J + J₂ + J²/(4J₂) instead, which is 2.25 J for J₂ = J.

### 13. Slightly unequal layers

Let the thicknesses be t₁ < t₂, with equal M. The moments per area are a₁ = M t₁ and a₂ = M t₂. The natural variable is now the total moment

p = a₁m₁ + a₂m₂, |p|² = a₁² + a₂² + 2a₁a₂ m₁·m₂.

Solving for m₁·m₂ gives the energy

E = J(|p|² − a₁² − a₂²)/(2a₁a₂) − B h·p.

Completing the square as before puts the target at p = (a₁a₂B/J)h. The length of p, however, cannot fall below a₂ − a₁, the moment of the antiparallel pair. For smaller targets the nearest reachable vector has that length and lies along the field. There is a plateau

m = (t₂ − t₁)/(t₂ + t₁),

which ends when a₁a₂B/J = a₂ − a₁, that is, at

B = (J/M)(1/t₁ − 1/t₂).

Above the plateau the total moment is again proportional to the field, until |p| = a₁ + a₂ at B = (J/M)(1/t₁ + 1/t₂).

For thicknesses of 2.95 nm and 3.05 nm the plateau is at m = 0.1/6.0 = 0.0167 and ends at 4.63 mT. A thickness difference of 0.1 nm thus has a small effect on the curve as a whole, but it leaves a net moment at zero field. Without anisotropy that moment follows the field direction freely, so m jumps between −0.0167 and +0.0167 when the field changes sign.

### 14. Twisting inside the layers

The coupling acts at the spacer, while the field acts throughout each layer. A layer can therefore twist through its thickness. The exchange stiffness A opposes this with an energy density A(dθ/dx)², where x is the distance from the spacer.

Consider saturation first. Let the layers tilt by small angles +φ(x) and −φ(x). To second order, −M B cos φ contributes M Bφ²/2, and J cos 2φ(0) contributes −2Jφ(0)². The change in energy is

δE = 2∫₀ᵗ [Aφ′² + M Bφ²/2] dx − 2Jφ(0)².

Equal tilts in the same sense leave the coupling unchanged and only cost energy, so the opposite tilts decide the stability. At the threshold a nonzero φ makes δE stationary. Varying φ and integrating the first term by parts gives

φ″ = κ²φ, with κ² = M B/(2A),
φ′(t) = 0 at the outer face,
Aφ′(0) = −Jφ(0) at the spacer.

The first two conditions give φ proportional to cosh κ(t − x). The third becomes Aκ tanh κt = J. With q = κt,

q tanh q = J t/A, B = 2A q²/(M t²).

For a stiff layer q is small, tanh q ≈ q, and q² ≈ J t/A. The field then returns to 2J/(M t). With A = 15 pJ/m the parameter J t/A is 0.100, the root is q = 0.3216, and saturation occurs at 287.3 mT, which is 3.4% above the ideal value. A calculation with each layer divided into 80 slices, both layers free, gave the same 287.3 mT.

Now consider a very small field. The layers lie across it, each leaning towards it by a small angle δ(x). The coupling energy is −J cos 2δ(0) ≈ −J + 2Jδ(0)², and each layer has m = sin δ ≈ δ. The energy apart from a constant is

E = 2∫₀ᵗ [Aδ′² − M Bδ] dx + 2Jδ(0)².

Variation gives δ″ = −M B/(2A), δ′(t) = 0 and Aδ′(0) = Jδ(0). Integrating twice,

δ′ = (M B/2A)(t − x),
δ = M B t/(2J) + (M B/2A)(t x − x²/2).

The average of t x − x²/2 over the layer is t²/2 − t²/6 = t²/3. Hence

m = M B t/(2J) + M B t²/(6A) = (B/B_s)[1 + J t/(3A)].

The initial slope is higher by the factor 1.033 in the example. The parts far from the spacer lean further than the part held by the coupling. The curve thus starts more steeply than the ideal line and ends at a higher field.

### 15. Thermal agitation

In an extended film the layers do not fluctuate as one rigid unit. As a rough measure, take a patch 50 nm square that turns coherently at 300 K. Its coupling energy is (0.5 × 10⁻³ J/m²)(2.5 × 10⁻¹⁵ m²) = 1.25 × 10⁻¹⁸ J, which is 302 k_BT. Averaging over all in-plane angles with Boltzmann weights at half the saturation field gives m = 0.4989 instead of 0.5.

The estimate does not carry over to very small fields. There the energy that turns the antiparallel axis across the field is Z²/(2J) per area. For this patch it equals k_BT when 2 × 302 (H/H_s)² = 1, that is, at H/H_s ≈ 0.04 or about 11 mT. Around and below such a field the axis of this model patch wanders, and its mean magnetization lies well below the ideal line. The departure fades only gradually as the field rises, so for such a patch the line should be trusted only well above this field. Coherent rotation is itself an idealization at this size: with A = 15 pJ/m, exchange keeps the angles uniform only over about √(2A t/c), where c is the curvature of the mode, which gives 19 nm and 11 nm for the two modes at half saturation, so non-uniform fluctuations inside the patch add to the coherent ones. The estimate also leaves out any preferred axis, the exchange with neighbouring parts of the film, and the stray fields that the edges of a separate 50 nm element would have. It is therefore not a prediction for an extended film or for a patterned element.

### 16. The model beside a real film

The example's J, M and t are assumed values, chosen with a CoFeB/Ru/CoFeB film at room temperature in mind. The coupling depends strongly on the ruthenium thickness and can change sign with it, so 278 mT belongs to the chosen J and is not a property of the material pair. Rough interfaces add a dipolar coupling, which is here counted as part of J. Real films break the assumption of zero anisotropy. For the assumed 3 mT and a field along the easy axis, the linear part begins at 28.7 mT instead of zero. For the assumed biquadratic coupling the saturation field moves by 10%, and for the assumed stiffness by 3.4%. Small patterned elements also have stray fields from their edges, which are not sized here. A stack in which one layer is pinned by an antiferromagnet, or in which the magnetization prefers the perpendicular direction, needs a different energy from the start.

For an in-plane film with weak anisotropy, J can be read from H_s to the accuracy set by these corrections. If biquadratic coupling or twisting visibly bends the measured curve, the area beside it is the better measure, provided that the curve is reversible, M t is known, and the layers are antiparallel at zero field, which requires J₂ < J/2. With the field across an easy axis, the area multiplied by 2M t gives 2J + 2K t, so the anisotropy term must be subtracted. The numerical output lists the values used above.

Table of computed values

```
coupling J = 0.50 mJ/m2
magnetization M = 1200 kA/m
thickness of each layer t = 3.00 nm
saturation field mu0 Hs = 277.8 mT
saturation field Hs = 221.0 kA/m
initial susceptibility M/Hs = 5.429 (dimensionless)
parallel state becomes stable at 277.8 mT
minimized: field (mT), m, angle 1 (deg), angle 2 (deg)
    27.8  0.1000   84.26   84.26
    83.3  0.3000   72.54   72.54
   138.9  0.5000   60.00   60.00
   194.4  0.7000   45.57   45.57
   250.0  0.9000   25.84   25.84
   305.6  1.0000    0.00    0.00
work of saturation from curve = 1.0000 mJ/m2
energy difference 2J = 1.0000 mJ/m2
assumed anisotropy field mu0 HK = 3.0 mT
anisotropy constant K = 1.80 kJ/m3
hard-axis saturation = 280.8 mT
easy-axis saturation = 274.8 mT
easy-axis spin-flop field = 28.7 mT
m just after the flop = 0.104
assumed biquadratic ratio J2/J = 0.050
biquadratic saturation = 305.6 mT
biquadratic field for m = 0.5: 131.9 mT
unequal thicknesses = 2.95, 3.05 nm
plateau m = 0.0167, ends at 4.63 mT
assumed exchange stiffness A = 15.0 pJ/m
twist parameter Jt/A = 0.100
root x of x tanh x = Jt/A: 0.3216
saturation with twist = 287.3 mT
saturation with twist, discretized = 287.3 mT
initial slope factor with twist = 1.0333
initial slope factor, discretized = 1.0333
demagnetizing field mu0 M = 1508 mT
perpendicular saturation = 1786 mT
temperature = 300 K, patch side = 50 nm
patch coupling energy / kT = 302
thermal mean m at Hs/2 = 0.4989
```
